**Quadrupole emission of H2, J = 2 → 0**

The program tests $A=\omega^5\Theta_{02}^2/(300\pi\epsilon_0\hbar c^5)$, where $A$ is the spontaneous rate, $\omega$ the angular transition frequency and $\Theta_{02}$ the radial matrix element of $\Theta=\tfrac12\sum q(3z^2-r^2)$. It asserts that the general quadrupole rate agrees with the golden rule, plane wave kept in full, for an electron in a harmonic well at two frequencies. It also asserts that each of the five $M$ states has angular strength 6/5. The molecular moment is compared with the energy response to a field gradient and with the distant electrostatic potential, and the radial results are compared with a second discretization. Full configuration interaction in aug-cc-pVTZ gives a wavelength of 28.34 µm, $\Theta_{02}=0.490\,ea_0^2$ and $A=2.95\times10^{-11}$ s⁻¹. The rigid-molecule rate is 4% higher, because its frequency and moment errors largely cancel. The smaller aug-cc-pVDZ basis gives $2.00\times10^{-11}$ s⁻¹, which shows a strong dependence on the basis.

## Verification by program

```python
"""Electric quadrupole emission of H2, J = 2 -> 0, v = 0.

Result under test:
    A = omega^5 Theta02^2 / (300 pi eps0 hbar c^5)
A       spontaneous emission rate of one molecule in J = 2
omega   angular transition frequency
Theta   molecule-fixed moment, (1/2) sum q (3 z^2 - r^2)
Theta02 radial matrix element of Theta(R) between J = 0 and J = 2
Electronic and radial calculations use atomic units; rates use SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import BarycentricInterpolator
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ci

hbar, c, eps0 = const.hbar, const.c, const.epsilon_0
charge, m_e = const.e, const.m_e
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
quad_unit = charge * bohr**2
wavenumber_unit = hartree / (const.h * c) / 100.0
mu = const.m_p / (2.0 * m_e)
R_MIN, R_MAX = 0.6, 2.8


def general_rate(omega, tensor_strength):
    """tensor_strength = sum_ij |<f| sum q(3 xi xj - r^2 dij) |i>|^2."""
    return omega**5 * tensor_strength / (360*np.pi*eps0*hbar*c**5)


def h2_rate(omega, theta_si):
    return omega**5 * theta_si**2 / (300*np.pi*eps0*hbar*c**5)


def sphere_grid(n_polar=10, n_azimuth=20):
    z, wz = np.polynomial.legendre.leggauss(n_polar)
    phi = 2*np.pi*np.arange(n_azimuth)/n_azimuth
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz**2)
    n = np.stack([s*np.cos(pp), s*np.sin(pp), zz], axis=-1).reshape(-1, 3)
    return n, np.repeat(wz*2*np.pi/n_azimuth, n_azimuth)


directions, solid_angle = sphere_grid()


# Test of the general rate: electron in an isotropic harmonic well,
# d_xy -> s, with the plane wave kept in full.
def oscillator_rates(quantum_ev):
    omega0 = quantum_ev*charge/hbar
    length = np.sqrt(hbar/(m_e*omega0))
    omega = 2*omega0
    k = omega/c
    x, w = np.polynomial.hermite.hermgauss(10)
    u = np.stack(np.meshgrid(x, x, x, indexing="ij"), axis=-1).reshape(-1, 3)
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()/np.pi**1.5
    overlap_density = weight*2*u[:, 0]*u[:, 1]
    phase = np.exp(-1j*k*length*(directions @ u.T))
    p_element = hbar/length*((phase*overlap_density) @ u)
    along_k = np.sum(directions*p_element, axis=1)
    transverse = np.sum(abs(p_element)**2, axis=1) - abs(along_k)**2
    golden = (charge**2*omega/(8*np.pi**2*eps0*hbar*m_e**2*c**3)
              * np.sum(solid_angle*transverse))
    second = np.einsum("p,pi,pj->ij", overlap_density, u, u)
    tensor = charge*length**2*(3*second - np.eye(3)*np.trace(second))
    return golden, general_rate(omega, np.sum(tensor**2))


oscillator_ratios = []
for quantum in (0.1, 10.0):
    golden, multipole = oscillator_rates(quantum)
    oscillator_ratios.append(golden/multipole)
    # Omitted higher multipoles are of relative order (k length)^2.
    assert abs(golden/multipole - 1) < 1e-4

# Angular strength of each of the five M states (real harmonics).
nx, ny, nz = directions.T
y00 = 1/np.sqrt(4*np.pi)
y2 = np.sqrt(15/(4*np.pi))*np.array([
    nx*ny, ny*nz, nz*nx, (nx**2 - ny**2)/2, (3*nz**2 - 1)/(2*np.sqrt(3))])
shape = 3*np.einsum("pi,pj->pij", directions, directions) - np.eye(3)
elements = np.einsum("p,mp,pij->mij", solid_angle*y00, y2, shape)
angular_strengths = np.sum(elements**2, axis=(1, 2))
assert np.allclose(angular_strengths, 6/5, rtol=1e-11)
trial_omega, trial_theta = 5e13, 2e-40
assert np.isclose(general_rate(trial_omega, angular_strengths.mean()
                               * trial_theta**2),
                  h2_rate(trial_omega, trial_theta), rtol=1e-11, atol=0)


def h2_full_ci(distance, basis, gradient=0.0):
    """Energy, Theta, AO density and molecule; CISD is full CI here."""
    mol = gto.M(atom=[["H", (0, 0, -distance/2)], ["H", (0, 0, distance/2)]],
                unit="Bohr", basis=basis, verbose=0)
    nao = mol.nao_nr()
    rr = mol.intor("int1e_rr").reshape(3, 3, nao, nao)
    operator = rr[2, 2] - 0.5*(rr[0, 0] + rr[1, 1])
    mf = scf.RHF(mol)
    core = mf.get_hcore() + gradient*operator
    mf.get_hcore = lambda *args, **kwargs: core
    mf.conv_tol = 1e-12
    mf.kernel()
    solver = ci.CISD(mf)
    solver.conv_tol = 1e-10
    solver.max_cycle = 100
    solver.kernel()
    assert mf.converged and solver.converged
    density = mf.mo_coeff @ solver.make_rdm1() @ mf.mo_coeff.T
    theta = distance**2/2 - np.sum(density*operator)
    return solver.e_tot, theta, density, mol


def radial_dvr(energy_curve, theta_curve, n=120):
    """Sinc-grid energies, wave functions and Theta matrix element."""
    grid = np.linspace(R_MIN, R_MAX, n + 2)[1:-1]
    h = grid[1] - grid[0]
    d = np.subtract.outer(np.arange(n), np.arange(n))
    kinetic = np.where(d == 0, np.pi**2/3, 2.0/np.where(d == 0, 1, d)**2)
    kinetic *= (-1.0)**abs(d)/(2*mu*h**2)
    energies, waves = [], []
    for j in (0, 2):
        potential = energy_curve(grid) + j*(j + 1)/(2*mu*grid**2)
        value, vector = eigh(kinetic + np.diag(potential),
                             subset_by_index=[0, 0])
        energies.append(value[0])
        waves.append(vector[:, 0]*np.sign(vector[:, 0].sum()))
    theta02 = np.sum(waves[0]*theta_curve(grid)*waves[1])
    return energies[1] - energies[0], theta02, grid, waves


def radial_difference(energy_curve, theta_curve, n=3000):
    """Second road: three-point finite differences."""
    grid = np.linspace(R_MIN, R_MAX, n + 2)[1:-1]
    h = grid[1] - grid[0]
    off = np.full(n - 1, -1/(2*mu*h**2))
    energies, waves = [], []
    for j in (0, 2):
        diagonal = (1/(mu*h**2) + energy_curve(grid)
                    + j*(j + 1)/(2*mu*grid**2))
        value, vector = eigh_tridiagonal(diagonal, off, select="i",
                                         select_range=(0, 0))
        energies.append(value[0])
        waves.append(vector[:, 0]*np.sign(vector[:, 0].sum()))
    return (energies[1] - energies[0],
            np.sum(waves[0]*theta_curve(grid)*waves[1]))


def molecular_curves(basis, n_nodes=15):
    angle = (2*np.arange(n_nodes) + 1)*np.pi/(2*n_nodes)
    nodes = (R_MIN + R_MAX)/2 + (R_MAX - R_MIN)/2*np.cos(angle)
    data = np.array([h2_full_ci(r, basis)[:2] for r in nodes])
    return (BarycentricInterpolator(nodes, data[:, 0]),
            BarycentricInterpolator(nodes, data[:, 1]))


basis = "aug-cc-pvtz"
energy_curve, theta_curve = molecular_curves(basis)

# Direct molecular calculation away from the interpolation nodes.
r_test = 1.45
e_direct, theta_direct, density, mol = h2_full_ci(r_test, basis)
assert abs(float(energy_curve(r_test)) - e_direct) < 1e-5
assert abs(float(theta_curve(r_test)) - theta_direct) < 1e-4

# Theta from the energy response to a small field gradient.
step = 2e-4
e_plus = h2_full_ci(r_test, basis, step)[0]
e_minus = h2_full_ci(r_test, basis, -step)[0]
theta_response = r_test**2/2 - (e_plus - e_minus)/(2*step)
assert abs(theta_response - theta_direct) < 1e-4


# Theta from the distant axial potential, Theta/Z^3 + O(Z^-5).
def scaled_potential(z):
    with mol.with_rinv_origin((0.0, 0.0, z)):
        electrons = np.sum(density*mol.intor("int1e_rinv"))
    return z**3*(1/(z - r_test/2) + 1/(z + r_test/2) - electrons)


theta_far = (4*scaled_potential(40.0) - scaled_potential(20.0))/3
assert abs(theta_far - theta_direct) < 2e-4

# Vibrating molecule.
gap, theta02, grid, waves = radial_dvr(energy_curve, theta_curve)
gap_fd, theta_fd = radial_difference(energy_curve, theta_curve)
assert abs(gap_fd/gap - 1) < 1e-5
assert abs(theta_fd/theta02 - 1) < 1e-5
for wave in waves:
    assert max(abs(wave[0]), abs(wave[-1])) < 1e-3*max(abs(wave))
omega = gap*hartree/hbar
wavelength = 2*np.pi*c/omega
rate = h2_rate(omega, theta02*quad_unit)
mean_r = np.sum(waves[0]**2*grid)
gap_average = np.sum(waves[0]**2*3/(mu*grid**2))
assert gap < gap_average

# Rigid molecule at the minimum of the computed energy curve.
r_e = minimize_scalar(lambda r: float(energy_curve(r)), bounds=(1.2, 1.6),
                      method="bounded", options={"xatol": 1e-8}).x
theta_e = float(theta_curve(r_e))
theta_mean = float(theta_curve(mean_r))
slope = float(theta_curve(r_e + 0.01) - theta_curve(r_e - 0.01))/0.02
gap_rigid = 3/(mu*r_e**2)
rate_rigid = h2_rate(gap_rigid*hartree/hbar, theta_e*quad_unit)
frequency_factor = (gap_rigid/gap)**5
moment_factor = (theta_e/theta02)**2
assert frequency_factor > 1 > moment_factor
assert gap_average < gap_rigid
# The shift of the mean distance accounts for most of the moment change.
assert abs(theta_mean - theta02) < 0.25*(theta02 - theta_e)

# Hand estimate from round inputs.
hand_wavelength, hand_theta = 28e-6, 0.5
rate_hand = h2_rate(2*np.pi*c/hand_wavelength, hand_theta*quad_unit)

# Smaller basis as a measure of basis sensitivity.
small_energy, small_theta = molecular_curves("aug-cc-pvdz")
gap_small, theta_small = radial_dvr(small_energy, small_theta)[:2]
rate_small = h2_rate(gap_small*hartree/hbar, theta_small*quad_unit)

assert abs(wavelength/28e-6 - 1) < 0.04
assert abs(rate/3e-11 - 1) < 0.10

print("TESTS OF THE FORMULA AND THE MOMENT")
print(f"golden rule / quadrupole rate, 0.1 eV well: {oscillator_ratios[0]:.7f}")
print(f"golden rule / quadrupole rate, 10 eV well: {oscillator_ratios[1]:.7f}")
print("angular strengths of five M states:", np.round(angular_strengths, 8))
print(f"test distance: {r_test:.2f} a0")
print(f"Theta from density: {theta_direct:.5f} e a0^2")
print(f"Theta from energy response: {theta_response:.5f} e a0^2")
print(f"Theta from distant potential: {theta_far:.5f} e a0^2")
print("HAND ESTIMATE")
print(f"input wavelength: {hand_wavelength*1e6:.1f} micrometre")
print(f"input Theta: {hand_theta:.2f} e a0^2")
print(f"rate: {rate_hand:.3e} s^-1")
print("RIGID MOLECULE, full CI / aug-cc-pVTZ")
print(f"reduced mass: {mu:.3f} electron masses")
print(f"equilibrium distance: {r_e:.4f} a0")
print(f"Theta at equilibrium: {theta_e:.4f} e a0^2")
print(f"slope dTheta/dR at equilibrium: {slope:.4f} e a0")
print(f"transition wavenumber: {gap_rigid*wavenumber_unit:.2f} cm^-1")
print(f"rate: {rate_rigid:.3e} s^-1")
print("VIBRATING MOLECULE, full CI / aug-cc-pVTZ")
print(f"mean distance, v=0 J=0: {mean_r:.4f} a0")
print(f"Theta at mean distance: {theta_mean:.4f} e a0^2")
print(f"Theta02: {theta02:.4f} e a0^2")
print(f"Theta02 in SI: {theta02*quad_unit:.4e} C m^2")
print(f"wavenumber from J=0 average of 1/R^2: "
      f"{gap_average*wavenumber_unit:.2f} cm^-1")
print(f"actual transition wavenumber: {gap*wavenumber_unit:.2f} cm^-1")
print(f"wavelength: {wavelength*1e6:.3f} micrometre")
print(f"angular frequency: {omega:.4e} s^-1")
print(f"k a0: {omega/c*bohr:.3e} (dimensionless)")
print(f"rate A: {rate:.3e} s^-1")
print(f"lifetime 1/A: {1/rate:.3e} s")
print(f"lifetime 1/A: {1/rate/const.Julian_year:.0f} years")
print("COMPARISON")
print(f"rigid/vibrating frequency factor, fifth power: {frequency_factor:.4f}")
print(f"rigid/vibrating moment factor, squared: {moment_factor:.4f}")
print(f"rigid/vibrating rate: {rate_rigid/rate:.4f}")
print(f"aug-cc-pVDZ wavenumber: {gap_small*wavenumber_unit:.2f} cm^-1")
print(f"aug-cc-pVDZ Theta02: {theta_small:.4f} e a0^2")
print(f"aug-cc-pVDZ rate: {rate_small:.3e} s^-1")
print("verified")
```

It prints:

```
TESTS OF THE FORMULA AND THE MOMENT
golden rule / quadrupole rate, 0.1 eV well: 0.9999996
golden rule / quadrupole rate, 10 eV well: 0.9999609
angular strengths of five M states: [1.2 1.2 1.2 1.2 1.2]
test distance: 1.45 a0
Theta from density: 0.48715 e a0^2
Theta from energy response: 0.48715 e a0^2
Theta from distant potential: 0.48715 e a0^2
HAND ESTIMATE
input wavelength: 28.0 micrometre
input Theta: 0.50 e a0^2
rate: 3.254e-11 s^-1
RIGID MOLECULE, full CI / aug-cc-pVTZ
reduced mass: 918.076 electron masses
equilibrium distance: 1.4040 a0
Theta at equilibrium: 0.4626 e a0^2
slope dTheta/dR at equilibrium: 0.5335 e a0
transition wavenumber: 363.81 cm^-1
rate: 3.054e-11 s^-1
VIBRATING MOLECULE, full CI / aug-cc-pVTZ
mean distance, v=0 J=0: 1.4517 a0
Theta at mean distance: 0.4881 e a0^2
Theta02: 0.4902 e a0^2
Theta02 in SI: 2.1994e-40 C m^2
wavenumber from J=0 average of 1/R^2: 354.52 cm^-1
actual transition wavenumber: 352.91 cm^-1
wavelength: 28.336 micrometre
angular frequency: 6.6475e+13 s^-1
k a0: 1.173e-05 (dimensionless)
rate A: 2.947e-11 s^-1
lifetime 1/A: 3.394e+10 s
lifetime 1/A: 1075 years
COMPARISON
rigid/vibrating frequency factor, fifth power: 1.1643
rigid/vibrating moment factor, squared: 0.8903
rigid/vibrating rate: 1.0366
aug-cc-pVDZ wavenumber: 336.27 cm^-1
aug-cc-pVDZ Theta02: 0.4554 e a0^2
aug-cc-pVDZ rate: 1.997e-11 s^-1
verified
```
